\section*{Conduction-Edge Shift of an Oxide from the Dudarev Correction}

\section{The problem}

An oxide for a gate stack has a conduction edge made largely of metal $d$ orbitals. A semilocal density-functional calculation gives, for each spin, a $5\times5$ occupation matrix of the $d$ shell equal to $0.1$ times the unit matrix. The state at the conduction edge has 70 percent of its weight on these $d$ orbitals. The Dudarev correction is now switched on with an effective interaction $U=4.0$ eV.

By how much does the conduction edge rise to first order in $U$, if the orbitals, their occupations and the semilocal potential are held at their uncorrected values? By how much does the gap open, and how far can the estimate be trusted once these quantities are allowed to respond?

The correction adds to the semilocal energy the term
\begin{equation}
E_U=\frac{U}{2}\sum_\sigma \mathrm{Tr}\left(n^\sigma-n^\sigma n^\sigma\right),
\label{eq:energy}
\end{equation}
where $n^\sigma$ is the occupation matrix of spin $\sigma$ on one metal site. Its eigenvalues lie between 0 and 1. The term vanishes when each eigenvalue is 0 or 1 and is positive for fractional occupation.

\section{A tempting solution}

Since the occupation matrix is diagonal, each $d$ spin-orbital contributes separately to the energy:
\begin{equation}
e(n)=\frac{U}{2}\,(n-n^2),\qquad n=0.1 .
\label{eq:single}
\end{equation}
This is the energy cost of having $n$ electrons in the orbital. The cost per electron is therefore
\begin{equation}
\frac{e(n)}{n}=\frac{U}{2}(1-n)=\frac{4.0\ \mathrm{eV}}{2}\times0.9=1.8\ \mathrm{eV}.
\end{equation}
An electron at the conduction edge spends 70 percent of its weight in $d$ orbitals, so the edge rises by $0.7\times1.8=1.26$ eV.

The energy formula is right and so is the weighting by 0.7. The result also has the correct limit for an empty shell, so a check at $n\to0$ does not expose the fault.

\section{Where it fails}

The fault is the division by $n$. The quotient $e(n)/n$ is the average cost of the electrons already in the orbital. A band edge is an orbital energy, and an orbital energy measures the change of the total energy when a small amount of charge is added to that orbital. It is a derivative, not an average:
\begin{equation}
\frac{de}{dn}=\frac{U}{2}(1-2n)=U\left(\frac12-n\right).
\label{eq:marginal}
\end{equation}
The two expressions differ by
\begin{equation}
\frac{U}{2}(1-n)-U\left(\frac12-n\right)=\frac{Un}{2},
\end{equation}
which is zero for an empty orbital and grows with occupation. The average would be the right quantity if the energy were linear in $n$, but the term $-n^2$ makes it curved.

A nearly filled orbital shows the fault most clearly. At $n=1$ the average is zero, which would mean that the correction leaves a filled orbital where it is. The derivative is $-U/2$: the filled orbital is pulled down. This opposite motion of empty and filled $d$ levels is lost if the average is used.

\section{The right solution}

\subsection{From the energy to the potential}

The argument with a single number $n$ has to be extended to a matrix, because a band state can be a combination of several $d$ orbitals. Let $\phi_m$ be the orthonormal $d$ orbitals of the site, and let $\psi_i$ be the band states of one spin, with occupations $f_i$. The occupation matrix is
\begin{equation}
n_{mm'}=\sum_i f_i\,\langle\phi_m|\psi_i\rangle\langle\psi_i|\phi_{m'}\rangle .
\label{eq:occ}
\end{equation}
The spin index is dropped, since each spin enters Eq.~(\ref{eq:energy}) with its own separate term.

For a small change $dn$ of the matrix,
\begin{align}
dE_U&=\frac U2\,\mathrm{Tr}\left(dn-dn\,n-n\,dn\right)\nonumber\\
&=\frac U2\,\mathrm{Tr}\left(dn-2n\,dn\right)\nonumber\\
&=\mathrm{Tr}\left(V\,dn\right),\qquad V=U\left(\frac12\,\mathbf 1-n\right).
\label{eq:potential}
\end{align}
The second line uses $\mathrm{Tr}(dn\,n)=\mathrm{Tr}(n\,dn)$. The factor 2 that it produces is the one that separates the derivative from the average.

To find how $V$ acts on a band state, vary $\langle\psi_i|$ in Eq.~(\ref{eq:occ}) while $|\psi_i\rangle$ is held fixed, as is usual when an energy is made stationary. Then $dn_{mm'}=f_i\langle\phi_m|\psi_i\rangle\langle\delta\psi_i|\phi_{m'}\rangle$, and
\begin{align}
dE_U&=\sum_{mm'}V_{m'm}\,dn_{mm'}
=f_i\,\langle\delta\psi_i|\hat V|\psi_i\rangle,\\
\hat V&=\sum_{mm'}|\phi_m\rangle V_{mm'}\langle\phi_{m'}| .
\end{align}
In the last step the names of the two summation indices have been exchanged. The correction thus adds the operator $\hat V$ to the semilocal Hamiltonian.

\subsection{The shift of the edge}

Let $\psi_c$ be the state at the conduction edge, with amplitudes $c_m=\langle\phi_m|\psi_c\rangle$ and $d$ weight $w_c=\sum_m|c_m|^2$. If the state is nondegenerate apart from spin, first-order perturbation theory gives its shift as the expectation value of the added operator:
\begin{equation}
\Delta\varepsilon_c=\langle\psi_c|\hat V|\psi_c\rangle
=\sum_{mm'}c_m^*V_{mm'}c_{m'}
=U\left(\frac{w_c}{2}-c^\dagger n\,c\right).
\label{eq:general}
\end{equation}
Adding a small fraction $f$ of an electron to $\psi_c$ gives the same result. By Eq.~(\ref{eq:occ}) this changes the matrix by $dn=f\,cc^\dagger$, so that $dE_U=f\,\mathrm{Tr}(Vcc^\dagger)=f\,c^\dagger Vc$. The orbital-energy shift is the derivative of the energy with respect to added charge, as stated above.

In the problem $n$ is a number times the unit matrix, so $c^\dagger n\,c=n\,w_c$ and
\begin{equation}
\Delta\varepsilon_c=U\left(\frac12-n\right)w_c .
\label{eq:result}
\end{equation}
The numbers are
\begin{align}
v&\equiv U\left(\frac12-n\right)=4.0\ \mathrm{eV}\times0.4=1.60\ \mathrm{eV},\\
\Delta\varepsilon_c&=1.60\ \mathrm{eV}\times0.70=1.12\ \mathrm{eV}.
\end{align}
Here $v$ is the rise of a pure $d$ orbital; the band edge follows it in proportion to its $d$ weight. In a crystal the term of Eq.~(\ref{eq:energy}) is added for every metal site, and the contributions of the sites to the shift add up. If all sites have the same $n$, Eq.~(\ref{eq:result}) therefore holds with $w_c$ as the total $d$ weight of the state on all sites.

If the edge is degenerate, $\hat V$ must be diagonalized among the degenerate states. If the occupations differ from one $d$ orbital to another, Eq.~(\ref{eq:general}) shows which of them count: those of the orbitals that form the edge, weighted by $|c_m|^2$ when $n$ is diagonal. The shell average is then not enough.

\subsection{What the two input numbers mean}

The value 0.1 belongs to one spin-orbital. Ten equal spin-orbitals together hold $10\times0.1=1.0$ electron, even though the metal ion might be called $d^0$ in a chemical formula. This charge comes from oxygen bands that contain some $d$ character. If 0.1 were instead the electron count of the whole shell, the occupation per spin-orbital would be 0.01 and the rise would be $4.0\times0.49\times0.70=1.37$ eV.

The $d$ weight depends on how the orbitals $\phi_m$ are defined. With $n$ and $U$ held fixed, a change of $w_c$ by 0.1 moves the rise by $1.60\times0.1=0.16$ eV. A different definition also changes $n$ in general, so values of $U$, $n$ and $w_c$ should come from the same choice of projector.

\section{From the edge to the gap}

The rise of the conduction edge equals the opening of the gap if the valence edge stays still. The latter has its own $d$ weight $w_v$, and Eq.~(\ref{eq:result}) applies to it with the same $n$. Hence
\begin{equation}
\Delta E_g=U\left(\frac12-n\right)(w_c-w_v).
\label{eq:gap}
\end{equation}
The occupation $n$ is a sum over all filled states, whereas $w_v$ belongs to one state at the top of the valence band. The two numbers need not be equal.

A small model makes the distinction concrete. Each $d$ spin-orbital is spread over four levels, and the ten copies are not coupled to each other:
\begin{center}
\begin{tabular}{lcc}
level & energy (eV) & $d$ weight\\
bonding oxygen band & $-4$ & 0.08\\
valence edge & 0 & 0.02\\
conduction edge & 4 & 0.70\\
higher band & 8 & 0.20
\end{tabular}
\end{center}
The weights add to one, and the two filled levels give $n=0.08+0.02=0.10$. Because the copies are uncoupled and equivalent, their degeneracy does not affect the first-order formula.

The valence edge rises by $1.60\times0.02=0.032$ eV. The gap opens by $1.120-0.032=1.088$ eV, from 4.00 to 5.09 eV. Diagonalizing the model at small positive and negative $U$ gives the slope of the conduction edge without using perturbation theory. Multiplied by 4.0 eV, this slope is 1.12 eV, in agreement with Eq.~(\ref{eq:result}).

A mirrored case tests the sign. Keep the four energies, but give the levels the weights 0.20, 0.70, 0.02 and 0.08 in ascending order. Now $n=0.90$, and the valence edge carries the weight 0.70. Its slope with $U$ should be $(0.5-0.9)\times0.70=-0.28$, and diagonalization gives $-0.280$. The filled edge goes down by $4.0\times0.28=1.12$ eV to first order. For $n=1/2$ the first-order shift vanishes, whatever the weight.

\section{What first order leaves out}

\subsection{Response within the correction}

Return to the original weights and keep the semilocal potential frozen, but let the orbitals respond to $\hat V$. Two effects appear at second order in $U$.

The first is the ordinary repulsion between levels. Let $|d\rangle$ be the $d$ orbital, with amplitude $\sqrt{w_j}$ on level $j$. The perturbation $v|d\rangle\langle d|$ has matrix elements $v\sqrt{w_cw_j}$ between the conduction edge and level $j$, so the second-order shift is
\begin{align}
\Delta_{\rm rep}&=v^2w_c\sum_{j\ne c}\frac{w_j}{\varepsilon_c-\varepsilon_j}\nonumber\\
&=1.60^2\times0.70\left(\frac{0.08}{8}+\frac{0.02}{4}-\frac{0.20}{4}\right)\mathrm{eV}
=-0.063\ \mathrm{eV}.
\end{align}
The higher band pushes the edge down more strongly than the two filled levels push it up.

The second effect is a fall of the occupation. Raising the $d$ orbital makes the filled states less $d$-like. To first order, a filled state $o$ acquires from each empty state $e$ the amplitude $v\sqrt{w_ew_o}/(\varepsilon_o-\varepsilon_e)$. Mixing among filled states does not change their total $d$ weight. Multiplying by the $d$ amplitudes $\sqrt{w_e}$ and $\sqrt{w_o}$, and by 2 for the two cross terms in the squared amplitude, gives
\begin{equation}
\delta n=-\chi v,\qquad
\chi=2\sum_{o,e}\frac{w_ow_e}{\varepsilon_e-\varepsilon_o}=0.0247\ \mathrm{eV}^{-1}.
\label{eq:chi}
\end{equation}
Since the potential is $U(1/2-n)$, a fall of $n$ by $\chi v$ raises it by $U\chi v$, and the edge by
\begin{equation}
\Delta_{\rm occ}=Uw_c\chi v=4.0\times0.70\times0.0247\times1.60\ \mathrm{eV}=+0.11\ \mathrm{eV}.
\end{equation}

The sum through second order is $1.120-0.063+0.111=1.17$ eV. The self-consistent solution of the model at the full $U$ gives 1.10 eV, with $n$ reduced to 0.068. For these parameters the second-order sum is farther from the self-consistent value than the first-order estimate is. Terms beyond second order are not negligible at $U=4.0$ eV, and the closeness of 1.12 to 1.10 eV reflects cancellation between larger contributions.

\subsection{Response of the ordinary potential}

In a real self-consistent calculation the Hartree and semilocal potentials also change. When charge leaves the $d$ shell, the remaining $d$ electrons are repelled less and the $d$ level tends to come down again. This can be modelled by a parameter $K$, the rise of the $d$ level relative to the oxygen levels per electron added to the $d$ shell. With ten equal spin-orbitals starting from occupation $n_0=0.1$, the total change of the $d$ level is
\begin{equation}
v_{\rm tot}=U\left(\frac12-n\right)+10K(n-n_0).
\label{eq:feedback}
\end{equation}

Keep terms linear in $U$. Both $v_{\rm tot}$ and $n-n_0$ are of first order, so $n$ may be replaced by $n_0$ in the first term. In the second, Eq.~(\ref{eq:chi}) gives $n-n_0=-\chi v_{\rm tot}$. Therefore
\begin{align}
v_{\rm tot}&=U\left(\frac12-n_0\right)-10K\chi\,v_{\rm tot},\\
v_{\rm tot}&=\frac{U(1/2-n_0)}{1+10K\chi},\qquad
\Delta\varepsilon_c^{\rm lin}=\frac{U(1/2-n_0)\,w_c}{1+10K\chi}.
\label{eq:screened}
\end{align}
The response of the ordinary potential changes the coefficient of the term linear in $U$. Making $U$ small does not remove it, which distinguishes it from the second-order effects above. The phrase ``first order in $U$'' therefore leads to Eq.~(\ref{eq:result}) when the semilocal potential is frozen, and to Eq.~(\ref{eq:screened}) in this model when it responds.

For $K=2$ eV per electron the denominator is $1+10\times2\times0.0247=1.49$, and the linear estimate falls from 1.12 to 0.75 eV. The table compares such estimates with the self-consistent solution at $U=4.0$ eV, all other parameters being held fixed.
\begin{center}
\begin{tabular}{cccc}
$K$ (eV/electron) & linear rise (eV) & full rise (eV) & gap opening (eV)\\
0 & 1.12 & 1.10 & 1.08\\
1 & 0.90 & 0.93 & 0.91\\
2 & 0.75 & 0.80 & 0.78\\
4 & 0.56 & 0.61 & 0.60
\end{tabular}
\end{center}
The values of $K$ are chosen to show the trend and are not computed for a material. Within this range the gap opening can drop to little more than half of the frozen estimate. The range sets no lower limit: the denominator $1+10K\chi$ grows with both $K$ and $\chi$, so a compound with a larger $K$ or more covalent bonds can show a much smaller fraction. A converged calculation that opens the gap by much less than 1.09 eV is thus no evidence of an error in Eq.~(\ref{eq:result}); it may show the response that the estimate leaves out.

\section{Comparison with a real gate oxide}

Gadolinium oxide can serve as a real case only under a condition. Its conduction band has strong Gd $5d$ character, but a semilocal calculation with the $4f$ shell in the valence and uncorrected can place the empty minority-spin $4f$ states at or below the $5d$ states. The edge is then largely $4f$, and a $U$ on $5d$ does not raise it by Eq.~(\ref{eq:result}). The comparison below assumes that the $4f$ shell is kept in the core or has been moved away from the edge by its own correction. The measured gap is roughly 5 to 6 eV, and the 4 eV used here is a round starting value for a semilocal gap to the $5d$ states. The four levels and their weights are round model parameters, not a band structure of this oxide. The model applies $U$ to the $5d$ shell, whereas calculations for this oxide commonly apply it to the $4f$ shell, which the model leaves out. It also gives both spins the same $n$, which is only approximate when the $4f$ shell carries a moment. The frozen estimate of 5.09 eV falls near the lower end of the measured range, but this does not validate the choice of $U$: with $K=4$ eV per electron the same $U$ gives a gap of only $4.00+0.60=4.60$ eV. At $K=2$ eV per electron the response of the ordinary potential lowers the gap opening by 0.31 eV, comparable to the exchange estimate below, which would equal it for an exchange constant near 0.13 eV. At $K=4$ eV per electron it lowers the opening by 0.49 eV and is the largest single effect estimated here.

Other omitted effects act on the edge itself, with or without $U$. The half-filled $4f$ shell of Gd has a spin that couples to a $5d$ electron. For a rough exchange constant of 0.1 eV, in the convention $-2J\,\mathbf S\cdot\mathbf s$ with $S=7/2$, the lowering is about $0.70\times0.1\times3.5\approx0.25$ eV to first order. This value assumes aligned moments, while those of the oxide are disordered at device temperature. Spin-orbit coupling with a rough constant of 0.1 eV lowers a threefold degenerate $d$ edge by about $0.70\times0.1/2=0.035$ eV if the other two $d$ orbitals lie far above it, and by about 0.039 eV if they form states of the same $d$ weight only 2 eV above; a crystal field that splits the threefold level and leaves one of its orbitals lowest reduces the effect. Other orderings need not: with $z^2$ lowest, $xz$ and $yz$ only 0.1 eV above it and the remaining two 2 eV above, the lowering is about 0.06 eV. With a rough thermal coefficient of 0.5 meV/K, heating from 300 to 400 K narrows the gap by 0.05 eV.

The shift is also not yet a change in the barrier seen by electrons in a gate stack. That barrier depends on the alignment of the oxide levels with those of the semiconductor or metal, which a calculation for the bulk oxide does not supply. The gap discussed here is moreover a difference of orbital energies, without the excitonic effects that enter optical absorption. The numerical output that follows gives the model's values to more digits. The exchange and spin-orbit shifts labelled there as bounds are first-order estimates.

\section*{Calculated quantities}
\begin{verbatim}
Effective U: 4.0 eV
Occupation per d spin-orbital: 0.10
Electrons in ten equal d spin-orbitals: 1.00
Model levels (eV): [-4.  0.  4.  8.]
Their d weights: [0.08 0.02 0.7  0.2 ]
Potential on the d orbital: 1.600 eV
First-order conduction-edge rise: 1.120 eV
Same from diagonalization slope times U: 1.12000 eV
First-order valence-edge rise: 0.032 eV
First-order gap opening: 1.088 eV
Gap before and after: 4.00, 5.088 eV
Response chi: 0.02467 per eV
Second order, level repulsion: -0.0627 eV
Second order, fall of occupation: +0.1105 eV
First plus second order: 1.1678 eV
Self-consistent model at full U:
 K=0 eV/electron: edge rise 1.103 eV, gap opening 1.076 eV, n 0.0678, linear estimate of rise 1.120 eV
 K=1 eV/electron: edge rise 0.933 eV, gap opening 0.910 eV, n 0.0721, linear estimate of rise 0.898 eV
 K=2 eV/electron: edge rise 0.799 eV, gap opening 0.780 eV, n 0.0756, linear estimate of rise 0.750 eV
 K=4 eV/electron: edge rise 0.611 eV, gap opening 0.595 eV, n 0.0808, linear estimate of rise 0.564 eV
Change of rise for d weight +0.1: 0.160 eV
Rise if 0.1 were the total d count: 1.372 eV
Rough 4f-5d exchange constant: 0.10 eV
Edge shift, aligned 4f moment (bound): -0.245 eV
Rough 5d spin-orbit constant: 0.10 eV
Edge shift, spin-orbit (bound): -0.035 eV
Rough thermal gap coefficient: 0.5 meV/K
Gap change from 300 K to 400 K: -0.050 eV
Filled-shell check, slope of edge with U: -0.2800
\end{verbatim}
